\section*{Sidewall dose from a tilted ion beam averaged over wafer rotation}

\section{Definitions and conventions}

A parallel ion beam meets a wafer at a tilt $\theta$, measured from the wafer normal, with $0<\theta<90^\circ$. The wafer turns about its own normal. Let $J$ be the number of ions per unit time crossing a unit area of a plane perpendicular to the beam. If the implant lasts a time $T$ at constant $J$, the fluence normal to the beam is
\begin{equation}
D=JT .
\end{equation}
For a scanned beam, $J$ is the flux averaged over the scan, and the scan must not be locked to the rotation, since otherwise some azimuths could receive more ions than others.

Two other doses have to be kept apart from $D$. The dose $D_{\mathrm w}$ is counted per unit area of the horizontal wafer surface. The sidewall dose $S$ is counted per unit area of the wall itself. "Dose" here means ions that strike a surface. Some of them scatter back out, so the retained dose is smaller; the size of that loss is estimated in the last section.

The axes are fixed to the wafer. The $z$ axis points up along the wafer normal, and the $x$ axis points along the outward normal of a vertical wall, from the solid into the open space. The azimuth $\psi$ of the beam source is measured from $x$. The unit vector along the ions' motion is
\begin{equation}
\mathbf b=-(\sin\theta\cos\psi,\ \sin\theta\sin\psi,\ \cos\theta).
\end{equation}
The minus sign appears because the bracket points towards the source. Seen from the wafer, rotation leaves $\theta$ fixed and carries $\psi$ around the circle.

\section{A wafer at rest}

Take a flat patch of area $a$ with outward unit normal $\mathbf n$. Ions of speed $v$ have number density $J/v$. Those that strike the patch during $dt$ fill an oblique cylinder with base $a$ and slant length $v\,dt$. Its height along the normal is $v\,dt\,(-\mathbf b\cdot\mathbf n)$, so the number of ions is
\begin{equation}
\frac{J}{v}\,a\,v\,dt\,(-\mathbf b\cdot\mathbf n)=J\,a\,(-\mathbf b\cdot\mathbf n)\,dt .
\end{equation}
This holds if $-\mathbf b\cdot\mathbf n>0$. If the product is negative, the patch faces away from the source, the solid behind it stops the beam, and the count is zero. The rate per unit area is therefore
\begin{equation}
J\max(0,-\mathbf b\cdot\mathbf n).
\label{eq:flux}
\end{equation}

For the horizontal surface, $\mathbf n=(0,0,1)$ and $-\mathbf b\cdot\mathbf n=\cos\theta$ at every azimuth. Hence
\begin{equation}
D_{\mathrm w}=D\cos\theta .
\label{eq:top}
\end{equation}
For the vertical wall, $\mathbf n=(1,0,0)$, and the rate is
\begin{equation}
J\sin\theta\,\max(0,\cos\psi).
\label{eq:wallrate}
\end{equation}
A wall held at $\psi=0$ would receive $D\sin\theta$, and its opposite neighbour would receive nothing. Rotation shares the ions between them.

\section{Continuous rotation}

Let the wafer turn at constant angular speed $\Omega$ through a whole number $M$ of turns, so that $\Omega T=2\pi M$. With $dt=d\psi/\Omega$, the rate (\ref{eq:wallrate}) gives
\begin{align}
S&=J\sin\theta\int_0^T\max(0,\cos\psi)\,dt\nonumber\\
&=\frac{J\sin\theta}{\Omega}\,M\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi
=\frac{2MJ\sin\theta}{\Omega}.
\end{align}
The integral over one turn covers the half turn in which the wall faces the source, and its value is 2. Substituting $\Omega=2\pi M/T$ gives
\begin{equation}
\boxed{S=\frac{JT\sin\theta}{\pi}=\frac{D\sin\theta}{\pi}}
\label{eq:main}
\end{equation}

The factor $1/\pi$ is the product of two averages: the wall faces the source for $1/2$ of the time, and during that time the mean of $\cos\psi$ is $2/\pi$. Turning the wall about $z$ shifts the origin of $\psi$, which does not change an integral over whole turns. All vertical walls therefore receive the same dose, provided that they are unshadowed. Direct averages of (\ref{eq:flux}) at tilts of $7^\circ$, $25^\circ$, $45^\circ$ and $70^\circ$, each for walls turned by $0^\circ$, $33^\circ$ and $200^\circ$, agree with (\ref{eq:main}) to one part in $10^6$.

\paragraph{Limits in the tilt.} As $\theta\to0$ the beam runs parallel to the wall and $S\to0$. As $\theta\to90^\circ$ the horizontal dose vanishes and $S\to D/\pi$. Dividing (\ref{eq:main}) by (\ref{eq:top}) gives
\begin{equation}
S=\frac{D_{\mathrm w}\tan\theta}{\pi},
\label{eq:wafer}
\end{equation}
which is the form to use when a recipe states its dose per unit wafer area.

\paragraph{A round post.} The same factor follows without a time average. Let a post of radius $R$ and height $H$ stand in a beam of fixed azimuth. Cut it by the vertical plane through its axis that faces the source. The front half of the post is then bounded by the curved side, the cut rectangle of area $2RH$, and two half discs. For an undisturbed beam, as many ions enter this volume as leave it. What enters through the upper half disc equals what leaves through the lower one, so what enters through the curved side equals what leaves through the rectangle, namely $2RH\,D\sin\theta$. Spread over the whole side area $2\pi RH$, this is
\begin{equation}
\frac{2RH\,D\sin\theta}{2\pi RH}=\frac{D\sin\theta}{\pi}.
\end{equation}
The narrow vertical strips of the post face all azimuths uniformly. Their average at one instant equals the average of one strip over a turn. Tracing random parallel rays onto such a post at $\theta=25^\circ$ gave a side dose of $0.1343\,D$, against $0.1345\,D$ from the formula.

\section{What ``unshadowed'' requires}

Place an opposite parallel wall at distance $s$, with its top at the same height $z=0$. Consider a point on the first wall at depth $d$ below the top, and follow the beam backwards from it. After a path length $\ell$ the position is
\begin{equation}
(0,y,-d)+\ell\,(\sin\theta\cos\psi,\ \sin\theta\sin\psi,\ \cos\theta).
\end{equation}
The line reaches $x=s$ at $\ell=s/(\sin\theta\cos\psi)$, where its height is
\begin{equation}
z=-d+\frac{s\cot\theta}{\cos\psi}.
\end{equation}
The beam clears the opposite wall if $z\ge0$, that is, if
\begin{equation}
\cos\psi\le c,\qquad c=\frac{s\cot\theta}{d}.
\end{equation}
If $c\ge1$, every azimuth is clear. Equation (\ref{eq:main}) therefore holds down to the depth
\begin{equation}
d_0=s\cot\theta .
\label{eq:depth}
\end{equation}

The line rises to $z=0$ within a horizontal distance $d\tan\theta$. End walls of the trench therefore have no effect on points that lie farther than this from them, and that is the meaning of a long trench here.

Below $d_0$, the azimuths with $|\psi|<\psi_c=\arccos c$ are blocked. The two remaining intervals contribute equally:
\begin{align}
S(d)&=D\sin\theta\,\frac{2}{2\pi}\int_{\psi_c}^{\pi/2}\cos\psi\,d\psi
=\frac{D\sin\theta}{\pi}(1-\sin\psi_c)\nonumber\\
&=\frac{D\sin\theta}{\pi}\left[1-\sqrt{1-c^2}\right].
\label{eq:shadow}
\end{align}

\paragraph{Just below the edge.} At $c=1$ the full dose returns. For $d=d_0(1+\varepsilon)$ with small positive $\varepsilon$, $c\approx1-\varepsilon$ and $\sqrt{1-c^2}\approx\sqrt{2\varepsilon}$. The dose is continuous, but it starts to fall with infinite slope. The first azimuths to be lost are those near $\psi=0$, at which the wall faces the beam most directly.

\paragraph{Far below the edge.} For $c\ll1$, $1-\sqrt{1-c^2}\approx c^2/2$, so the dose falls as $1/d^2$. The surviving ions have azimuths nearly along the trench, though they still travel steeply downwards at small tilt, and they meet the wall at grazing incidence.

\section{What ``continuous'' and ``whole turns'' require}

\paragraph{Four equal stops.} Suppose that the wafer is held at four azimuths $90^\circ$ apart, with a quarter of $D$ at each. If $\alpha$ is the angle between the wall normal and one stop, the four cosines are $\cos\alpha$, $-\sin\alpha$, $-\cos\alpha$ and $\sin\alpha$. Their positive parts add up to $|\cos\alpha|+|\sin\alpha|$, so
\begin{equation}
S_4=\frac{D\sin\theta}{4}\left(|\cos\alpha|+|\sin\alpha|\right).
\end{equation}
At the same $D$ and $\theta$, a wall with $\alpha=0$ receives 21.5\% less than under continuous rotation, and a wall with $\alpha=45^\circ$ receives 11.1\% more. The mean of $|\cos\alpha|+|\sin\alpha|$ over all orientations is $4/\pi$, which restores (\ref{eq:main}) as an average over walls, though not for each wall.

\paragraph{An unfinished last turn.} Now let the total number of turns $M$ be any positive number. The error relative to (\ref{eq:main}) is
\begin{equation}
\delta=\frac{1}{2M}\int\left[\max(0,\cos\psi)-\frac1\pi\right]d\psi ,
\end{equation}
taken over the whole rotation. Complete turns contribute zero, so the unfinished part alone matters. Its integral is largest when it covers just the region in which the bracket is positive, $|\psi|<a$ with $\cos a=1/\pi$. The integral is then $2\sin a-2a/\pi$. The complementary part of the turn gives the same value with a minus sign, because the two add to zero. Hence
\begin{equation}
|\delta|\le\frac{\sin a-a/\pi}{M}=\frac{0.5511}{M}.
\end{equation}
For $M=20$ the bound is 2.8\%. A search over all starting azimuths and totals between 20 and 21 turns found a largest error of 2.70\%. This is slightly smaller because the worst unfinished part itself adds to $M$.

\section{A wall that is not quite vertical}

Let the wall lean back by an angle $\beta$, so that the trench narrows downwards. Its normal becomes $\mathbf n=(\cos\beta,0,\sin\beta)$, and
\begin{equation}
-\mathbf b\cdot\mathbf n=A\cos\psi+B,\qquad
A=\sin\theta\cos\beta,\quad B=\cos\theta\sin\beta .
\end{equation}
For $\beta<\theta$ we have $B<A$, and the expression is positive up to $\psi_m=\arccos(-B/A)$, which lies beyond $90^\circ$. Since the integrand is even in $\psi$,
\begin{align}
S_\beta&=\frac D\pi\int_0^{\psi_m}(A\cos\psi+B)\,d\psi
=\frac D\pi\left(A\sin\psi_m+B\psi_m\right)\nonumber\\
&=\frac D\pi\left[\sqrt{A^2-B^2}+B\arccos(-B/A)\right].
\label{eq:taper}
\end{align}
If a mask above the wall blocks all beams from behind, the integral stops at $\pi/2$ and
\begin{equation}
S_\beta=D\left(\frac A\pi+\frac B2\right).
\label{eq:masked}
\end{equation}

At $\beta=0$ both forms return (\ref{eq:main}). For an open surface with $\beta\ge\theta$, the expression $A\cos\psi+B$ is never negative, the cosine averages to zero, and $S_\beta=DB=D\cos\theta\sin\beta$. At $\beta=90^\circ$ this is the horizontal dose (\ref{eq:top}).

For $\beta$ in radians, small compared with both 1 and $\theta$, $A\approx\sin\theta$ and $B\approx\beta\cos\theta$, so that
\begin{equation}
\frac{S_\beta}{S}\approx1+\frac{\pi}{2}\,\beta\cot\theta .
\end{equation}
The factor $\cot\theta$ makes a small lean important at small tilt, where the beam is nearly parallel to a vertical wall, which therefore intercepts little of it.

\section{A boron implant into a trench sidewall}

Take boron at 10 keV, $\theta=25^\circ$ and $D=2.00\times10^{13}\ \mathrm{cm^{-2}}$. The trench is 350 nm deep and 300 nm wide, under a hard mask 150 nm high whose edges are flush with the walls. With $\sin\theta=0.4226$,
\begin{equation}
S=\frac{2.00\times10^{13}\times0.4226}{\pi}\ \mathrm{cm^{-2}}
=2.69\times10^{12}\ \mathrm{cm^{-2}},
\end{equation}
or 0.0269 ions per $\mathrm{nm^2}$. An unshadowed horizontal surface, such as the top of the mask, receives $0.9063\,D=1.81\times10^{13}\ \mathrm{cm^{-2}}$. If the recipe's number were instead the dose per unit wafer area, (\ref{eq:wafer}) would give a wall dose of $2.97\times10^{12}\ \mathrm{cm^{-2}}$.

Depth for shadowing is counted from the top of the mask, so the trench bottom lies at $d=500$ nm. The unshadowed depth (\ref{eq:depth}) is 643 nm, and the whole wall receives the full dose.

Now halve the width to 150 nm and hold everything else fixed. The limit drops to 322 nm. At the bottom $c=0.6434$, and
\begin{equation}
1-\sqrt{1-0.6434^2}=0.234 .
\end{equation}
The direct dose there is $6.3\times10^{11}\ \mathrm{cm^{-2}}$, less than a quarter of the unshadowed value. This counts straight arrivals alone. Near the bottom of so narrow a trench, slower ions scattered out of the opposite wall add roughly another sixth of the unshadowed value if the walls are amorphous, which is comparable with the direct dose. Five million random rays traced into this narrow trench gave $0.1346\,D$ over the top 300 nm, against $0.1345\,D$ from (\ref{eq:main}). Between 450 and 500 nm they gave $0.0353\,D$, against $0.0357\,D$ from (\ref{eq:shadow}) averaged over that interval. Both differences lie within five standard deviations of the counting noise.

\paragraph{Comparison with a real trench.} The parameters are rough typical values for a sidewall implant in shallow trench isolation in silicon. Real trenches of this kind have tapered walls. For a lean of $3^\circ$, (\ref{eq:masked}) raises the dose by 17.5\% and (\ref{eq:taper}) by 18.1\%; a mask that blocks part of the beam from behind gives a value between these. A tilt error of $+1^\circ$ adds 3.7\%. All three figures are relative to the vertical wall at $25^\circ$.

\paragraph{Ions that scatter back out.} A rough estimate places the stopping points in a Gaussian cloud centred one range $R=40$ nm along the beam, with a spread $\sigma=20$ nm in every direction. The mean depth behind the wall is $R\sin\theta\cos\psi$, and the part of the cloud outside the wall is counted as lost. Arriving ions are distributed in azimuth as $\cos\psi$, so the lost fraction is
\begin{equation}
f=\frac12\int_{-\pi/2}^{\pi/2}\cos\psi\;
\Phi\!\left(-\frac{R\sin\theta\cos\psi}{\sigma}\right)d\psi ,
\end{equation}
where $\Phi$ is the cumulative normal distribution. The result is about a quarter, leaving roughly $2\times10^{12}\ \mathrm{cm^{-2}}$ in the vertical wall. The loss is large because the mean depth is at most $40\times0.4226\approx17$ nm, less than one spread. This is an order-of-magnitude estimate. It counts as retained those ions whose path would leave the solid and re-enter it, which makes the loss too small: for amorphous silicon it is nearer a third. Boron at this dose leaves the silicon crystalline, and channelling can then change both figures. The estimate also omits ions caught by the wall after leaving another surface of the trench. In the wide trench, the opposite wall alone sends over roughly a tenth as many ions as arrive directly, so the net loss is smaller than the fraction scattered out.

\paragraph{The edge of the shadow.} An ion can also cut through the top corner of the opposite mask. If it travels straight through a length $L$ of mask, it entered $L\sin\theta\cos\psi$ behind the mask edge. This acts as an increase of $s$, and the landing depth grows by that distance times $\cot\theta/\cos\psi$, which is $L\cos\theta$ at every azimuth, or 36 nm for $L=R$. The range $R$ is measured along the beam and does not bound $L$: if the mask stops ions as silicon does, the full path of an ion before it stops is about 70 nm on average, which corresponds to a shift of about 60 nm. These lengths give the scale of the blur, not a displacement of the whole edge. Real ions differ in range and are deflected in the mask, and many that enter its corner never reach the wall. In the narrow trench the steep fall therefore still starts near 322 nm, but the edge is blurred, and some ions land below it that a perfectly sharp mask edge would have stopped.

For this implant, $D\sin\theta/\pi$ is thus the incident dose of an ideal vertical wall. A lean of $3^\circ$ raises the incident dose by nearly a fifth, while about a third of the ions that arrive directly scatter back out if the silicon is amorphous. The two percentages should not be added. The part of the retained dose that comes from direct arrivals is the incident dose times the fraction of ions that stay, and the lean also changes that fraction, because it changes the angle of incidence. Ions caught after leaving another surface of the trench add to this part. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
boron energy: 10 keV
tilt: 25 deg
fluence normal to beam D: 2.00e+13 cm^-2
trench depth, mask height: 350, 150 nm
wide gap, narrow gap: 300, 150 nm
range, straggle: 40, 20 nm
MAIN RESULT
sin(tilt), cos(tilt): 0.4226, 0.9063
wall dose / D, formula: 0.1345
wall dose / D, traced rays, top 300 nm: 0.1346
post side dose / D, traced rays: 0.1343
top dose / D, formula and traced: 0.9063, 0.9057
wall dose: 2.690e+12 cm^-2
wall dose in ions per nm^2: 0.0269
top dose: 1.813e+13 cm^-2
wall dose if 2.0e+13 cm^-2 is per wafer area: 2.969e+12 cm^-2
SHADOWING
height from trench bottom to mask top: 500 nm
unshadowed depth, wide gap: 643 nm
unshadowed depth, narrow gap: 322 nm
c at bottom, narrow gap: 0.6434
dose at bottom / unshadowed dose, narrow gap: 0.2344
dose at bottom, narrow gap: 6.307e+11 cm^-2
dose / D at 300-350 nm, narrow gap, traced, formula: 0.1137, 0.1140
dose / D at 350-400 nm, narrow gap, traced, formula: 0.0657, 0.0662
dose / D at 400-450 nm, narrow gap, traced, formula: 0.0468, 0.0469
dose / D at 450-500 nm, narrow gap, traced, formula: 0.0353, 0.0357
ROTATION
four stops, wall at 0 deg, change: -21.5 %
four stops, wall at 45 deg, change: +11.1 %
incomplete-turn constant (error times turns): 0.5511
largest error found for 20 to 21 turns: 2.70 %
NEGLECTED EFFECTS
wall lean: 3 deg
lean, beam from behind blocked: +17.5 %
lean, beam from behind open: +18.1 %
tilt error of +1 deg: +3.7 %
scattered back out, Gaussian estimate: 26 %
retained wall dose by that estimate: 2.0e+12 cm^-2
shadow-edge blur, range times cos(tilt): 36 nm
\end{verbatim}
